\section*{Why a hydrogen series misplaces the ionization limit of silicon donors}

\section{Two lines with the right spacing and the wrong limit}

Take a hydrogen-like set of levels with binding energies $R/n^2$, and bind the levels $n=2$ and $n=3$ more deeply by the same small energy $g$:
\begin{equation}
B_2=\frac{R}{4}+g,\qquad B_3=\frac{R}{9}+g .
\end{equation}
A binding energy is counted positive, downward from the ionization limit. If $I$ is the energy needed to ionize the ground state, absorption from the ground state gives lines at $E_n=I-B_n$. Their spacing is
\begin{equation}
E_3-E_2=B_2-B_3=\frac{R}{4}-\frac{R}{9}=\frac{5R}{36},
\end{equation}
and $g$ has dropped out. An observer who trusts the hydrogen law deduces the correct $R$ from this spacing, adds $R/9$ to the upper line, and finds the limit
\begin{equation}
E_3+\frac{R}{9}=I-\frac{R}{9}-g+\frac{R}{9}=I-g .
\end{equation}
The limit is too low by $g$, and nothing in the two lines gives a warning. Any two levels can be written in this form, with $R$ fixed by their spacing and $g$ by what remains, so $g$ measures the error of the extrapolation. For the $2p_\pm$ and $3p_\pm$ lines of a shallow donor in silicon, $g$ is near $0.5$ meV.

\section{The belief and its appeal}

The belief is that these two lines belong to a $1/n^2$ series, so that extrapolating them gives the ionization energy exactly. There is a good argument behind it. The donor electron moves in a screened Coulomb field. The ground state departs strongly from the simple model because its envelope is largest at the donor core, where the field is not that of a screened point charge. A $p$ state has an envelope that vanishes at the core, so it should escape this trouble.

The argument is right about the core. It leaves out the kinetic energy: an electron in a silicon conduction valley has a different mass along the valley axis than across it, and this affects $p$ states too.

\section{What the fit does}

The hydrogen fit demands $E_n=I_{\rm fit}-R_{\rm fit}/n^2$ for both lines. Multiplying each equation by its $n^2$ gives
\begin{align}
4E_2&=4I_{\rm fit}-R_{\rm fit},\\
9E_3&=9I_{\rm fit}-R_{\rm fit}.
\end{align}
Subtracting the first from the second removes $R_{\rm fit}$:
\begin{equation}
I_{\rm fit}=\frac{9E_3-4E_2}{5}.
\label{fit}
\end{equation}
Now insert $E_n=I-B_n$. The terms in $I$ add to $(9-4)I/5=I$, so
\begin{equation}
I_{\rm fit}-I=\frac{4B_2-9B_3}{5}.
\label{error}
\end{equation}
The error vanishes only if $4B_2=9B_3$. Two unknowns can always be fitted to two lines, so the perfect fit is no evidence for the law.

Take $B_2=6.40$ meV and $B_3=3.12$ meV, and a donor whose true limit is chosen as $I=45.00$ meV. The lines lie at $38.60$ and $41.88$ meV, and
\begin{equation}
I_{\rm fit}=\frac{9(41.88)-4(38.60)}{5}\ {\rm meV}=44.504\ {\rm meV}.
\end{equation}
Equation (\ref{error}) gives the same error directly:
\begin{equation}
I_{\rm fit}-I=\frac{25.60-28.08}{5}\ {\rm meV}=-0.496\ {\rm meV},
\end{equation}
or $-4.00\ {\rm cm^{-1}}$. This is about 1\% of the ionization energy but 16\% of $B_3$, the distance over which the extrapolation runs. The choice of $I$ does not affect it.

Reading errors of a hundredth of a millielectronvolt would not explain it. By equation (\ref{fit}), independent errors of $0.01$ meV in the two lines combine to $0.01\sqrt{4^2+9^2}/5=0.020$ meV in the limit.

\section{Anisotropy without mixing is harmless}

To find the origin of the error, consider one valley with its axis along $z$, parabolic bands, and a point charge screened by a constant $\varepsilon$. The envelope function obeys
\begin{equation}
H=-\frac{\hbar^2}{2m_t}\left(\partial_x^2+\partial_y^2\right)
-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.
\end{equation}
Measure length in $a_t=4\pi\varepsilon_0\varepsilon\hbar^2/(m_te^2)$ and energy in $R_t=\hbar^2/(2m_ta_t^2)$. The Coulomb energy at distance $a_t$ is then $\hbar^2/(m_ta_t^2)=2R_t$. With $\mathbf p=-i\nabla$ in these units,
\begin{equation}
H=p^2-\lambda p_z^2-\frac{2}{r},\qquad \lambda=1-\frac{m_t}{m_l}.
\label{ham}
\end{equation}
For equal masses $\lambda=0$, the levels are $-1/n^2$, and the hydrogen extrapolation is correct.

For $\lambda>0$ the Hamiltonian still conserves parity and the angular momentum component $m$ along $z$, but not $l$, because $p_z^2$ connects $l$ with $l\pm2$. The $p_\pm$ states have $m=\pm1$ and odd parity, so they contain $l=1,3,5,\ldots$

First keep $l=1$ alone. A Fourier transform leaves the angular function $Y_{1,\pm1}$ unchanged, so in momentum space $p_z^2=p^2\cos^2\theta$ is averaged with the weight $|Y_{1,\pm1}|^2\propto\sin^2\theta$. With $u=\cos\theta$,
\begin{equation}
\langle\cos^2\theta\rangle=
\frac{\int_{-1}^{1}u^2(1-u^2)\,du}{\int_{-1}^{1}(1-u^2)\,du}
=\frac{2/3-2/5}{4/3}=\frac15 .
\end{equation}
The Hamiltonian restricted to $l=1$ is therefore
\begin{equation}
H_p=\kappa p^2-\frac2r,\qquad \kappa=1-\frac{\lambda}{5}.
\end{equation}
Put $r=\kappa s$. Momentum scales inversely to length, so $p^2=p_s^2/\kappa^2$ and
\begin{equation}
H_p=\frac1\kappa\left(p_s^2-\frac2s\right).
\end{equation}
The bracket is the hydrogen problem with levels $-1/n^2$. In ordinary units the binding energies are
\begin{equation}
B_n^{(p)}=\frac{R_p}{n^2},\qquad R_p=\frac{R_t}{1-\lambda/5}.
\end{equation}
However strong the anisotropy, the $l=1$ part alone gives a $1/n^2$ series and no extrapolation error.

\section{Mixing makes the error}

Now admit $l=3,5,\ldots$ Enlarging the space of trial functions cannot raise the lowest eigenvalue, nor the second lowest, when eigenvalues are counted in order. The states $2p_\pm$ and $3p_\pm$ are the first and second of their symmetry, so each becomes more deeply bound by some $g_n\ge0$:
\begin{equation}
B_n=\frac{R_p}{n^2}+g_n .
\end{equation}
In equation (\ref{error}) the two $R_p$ terms cancel, leaving
\begin{equation}
I_{\rm fit}-I=\frac{4g_2-9g_3}{5}=-g_3-\frac45\,(g_3-g_2).
\label{mix}
\end{equation}
If $g_2=g_3=g$, this is the opening example.

For silicon, take as model inputs the masses $m_t=0.1905$ and $m_l=0.916$ in units of the free electron mass, and $\varepsilon=11.4$. Then $\lambda=0.7920$, $R_t=19.944$ meV, and
\begin{equation}
R_p=\frac{19.944}{1-0.1584}\ {\rm meV}=23.698\ {\rm meV}.
\end{equation}
The $l=1$ levels are bound by $5.924$ and $2.633$ meV. Diagonalizing equation (\ref{ham}) with odd $l$ up to 19 gives $6.402$ and $3.120$ meV. A second diagonalization, with $z$ stretched so that the kinetic energy is isotropic and the potential is not, gives the same figures. Before rounding, the differences between full and $l=1$ levels are
\begin{equation}
g_2=0.477\ {\rm meV},\qquad g_3=0.487\ {\rm meV}.
\end{equation}
The two lowerings are nearly equal. This is not a general rule: $g_3/g_2$ is about $0.77$ at $\lambda=0.5$ and about $1.4$ at $\lambda=0.95$. It also depends on the coordinates in which $l$ is defined. If $z=sz'$ with $s^2=0.38$ is substituted before the $l=1$ part is taken, that part is again a $1/n^2$ series, now with a Rydberg of $25.58$ meV, and $g_2=0.008$, $g_3=0.278$ meV. Only the combination $4g_2-9g_3$, and with it the error, is the same in all such coordinates. Equation (\ref{mix}) gives $-0.487-0.8(0.010)\approx-0.49$ meV, in agreement with the error found from the stated binding energies. The fit to the lines yields $R_{\rm fit}=23.616$ meV, within $0.1$ meV of the $R_p$ of the unstretched coordinates. The fitted Rydberg thus looks reasonable while the limit is wrong.

The admixture is not a matter of $l=3$ alone. With $l=1$ and $3$ only, the calculated error is $-0.245$ meV, about half the full value; the higher $l$ supply the rest. These shares refer to $l$ in the unstretched coordinates of equation (\ref{ham}); stretching $z$ changes them, but not the full error.

\section{Weak anisotropy and higher lines}

For small $\lambda$ the error is smaller than one might expect. To first order the energy shift is $-\lambda\langle p_z^2\rangle=-\lambda\langle p^2\rangle/5$. The virial theorem gives $\langle p^2\rangle=1/n^2$ in the present units, so the first-order binding energy is
\begin{equation}
\frac{B_n}{R_t}=\frac1{n^2}\left(1+\frac{\lambda}{5}\right),\qquad n=2,3,
\end{equation}
which is still a hydrogen series. The coupling to higher $l$ is proportional to $\lambda$ and lowers the energy only through its square, so the error begins at order $\lambda^2$. In the full calculation, doubling $\lambda$ from $0.02$ to $0.04$ multiplies the error by $4.125$, close to the factor of four expected at leading order.

This argument needs a single unperturbed state of the right symmetry for each $n$. At $n=4$ there are two, $4p_\pm$ and $4f_\pm$, and it no longer applies. Nor does moving up to the next pair of lines rescue the fit in silicon. For the lines $3p_\pm$ and $4p_\pm$, the same elimination with factors 9 and 16 gives an error $(9B_3-16B_4)/7$. The third level of this symmetry, customarily labelled $4p_\pm$, has $B_4=2.187$ meV, which makes this $-0.99$ meV, twice the error of the first pair. The label hides its character: in the unstretched coordinates this level is about three quarters $l=3$, and at small $\lambda$ the third level is the mainly $f$ one. The fourth level, about three quarters $l=1$, is bound by $1.894$ meV; used as $B_4$ it still leaves an error of $-0.32$ meV.

\section{A better extrapolation}

The direct remedy is to add the calculated binding energy to each line:
\begin{align}
38.60+6.402&=45.002\ {\rm meV},\\
41.88+3.120&=45.000\ {\rm meV}.
\end{align}
The agreement here shows that the stated and calculated binding energies match; it is not a comparison with a measured spectrum. With measured lines the two sums could disagree, and so they test whether the model gives the right line spacing, provided its inputs were not adjusted to that spacing. Agreement alone does not prove the limit: an equal-mass model with its Rydberg set to $23.616$ meV would also make the two sums agree, at the wrong value of $44.504$ meV.

The result depends on $\varepsilon$, since $R_t\propto1/\varepsilon^2$. With $\varepsilon=11.7$ and the masses held fixed, the binding energies fall to $6.078$ and $2.962$ meV, and the hydrogen error becomes $-0.469$ meV. This dependence cancels in the ratio
\begin{equation}
\frac{B_3}{B_2-B_3}=\frac{3.120}{6.402-3.120}=0.951,
\end{equation}
which in this model depends on the mass ratio alone. The corrected two-line rule for silicon is therefore
\begin{equation}
I=E_3+0.951\,(E_3-E_2).
\end{equation}
For the example it gives $41.88+0.951(3.28)=45.00$ meV. The hydrogen law uses $(1/9)/(5/36)=0.8$ in place of $0.951$, and that difference is the whole error.

\section{How far real silicon departs from the model}

A limit of $45$ meV is roughly that of a common shallow donor, and $\varepsilon=11.4$ is a model input, whose influence was shown above. Real donors break several of the assumptions, by the following estimated amounts.

The core is not a screened point charge. Removing the screening inside $0.25$ nm, with a factor of six for the coherent sum over the valleys, shifts $2p_\pm$ by about $0.003$ meV and $3p_\pm$ by $0.001$ meV in first order. These shifts grow as the fourth power of the chosen radius, but for a core of this size the belief was right on this point.

The band is not quite parabolic. If the band energy $E$ obeys $E(1+\alpha E)=T$, where $T$ is the parabolic kinetic energy, then $E\approx T-\alpha T^2$ and binding increases by $\alpha\langle T^2\rangle$. A rough $\alpha=0.5$ per eV gives $0.049$ and $0.018$ meV. This is the largest correction estimated here for a pure crystal. It makes even the second decimal of the calculated binding energies uncertain as a prediction for real silicon, yet it changes the hydrogen error by only $0.006$ meV.

Ionized impurities produce electric fields. At $10^{12}\ {\rm cm^{-3}}$, a pure crystal, the field of one ion at the typical distance of $620$ nm shifts $3p_\pm$ in second order by less than $0.0005$ meV. The gradient of that field acts already in first order, but at this density its shift is also below $0.0005$ meV. The second-order estimate leaves out core shifts of the $s$-like levels; if one of these lay almost at $3p_\pm$, the shift could reach a few thousandths of a millielectronvolt. The second-order bound grows as the field squared, hence as the $4/3$ power of the density. At $10^{15}\ {\rm cm^{-3}}$ it would be ten thousand times larger, too large to be a useful bound. The gradient shift grows in proportion to the density and could then reach a tenth of a millielectronvolt or more, so no sharp line position should be assumed.

At $10$ K, where $kT=0.862$ meV, the five upper states of the sixfold ground multiplet, all taken as roughly $10$ meV higher, hold about $5\times10^{-5}$ of the electrons, so lines starting from them are weak. Strain and phonon shifts have not been calculated. For a cold, pure, unstrained crystal, the corrections estimated in this section are at most about a tenth of the half millielectronvolt lost by the hydrogen extrapolation. The choice of $\varepsilon$ matters more when calculated binding energies are added to the lines: going from $11.4$ to $11.7$ lowers the limits found from $2p_\pm$ and $3p_\pm$ by $0.324$ and $0.158$ meV. The two-line rule with the factor $0.951$ is free of this uncertainty within the model, but it depends on the masses: $m_t=0.19$ and $m_l=0.98$ give $0.968$, which raises the limit by about $0.05$ meV. The nonparabolicity estimated above makes the rule overshoot by about $0.01$ meV. The numerical output below lists most of the values used; the shift by the field gradient is a separate estimate.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Stated binding 2p+-, 3p+-: 6.40, 3.12 meV
Chosen true limit: 45.00 meV
Lines 2p+-, 3p+-: 38.60, 41.88 meV
Line spacing: 3.28 meV
Fitted R_fit: 23.616 meV
Fitted limit: 44.504 meV
Limit error: -0.496 meV = -4.00 cm^-1
4*B2, 9*B3: 25.60, 28.08 meV
Masses m_t, m_l: 0.1905, 0.916 electron masses
Dielectric constant: 11.4; lam: 0.7920
R_t: 19.944 meV; a_t: 3.167 nm
Computed 2p+-, 3p+-, 4p+-: 6.402, 3.120, 2.187 meV
Second method: 6.402, 3.120, 2.187 meV
Error from computed 2p+-, 3p+-: -0.494 meV
Error from computed 3p+-, 4p+-: -0.988 meV
l=1 only, Rydberg: 23.698 meV
l=1 only, levels: 5.924, 2.633 meV
l=1 only, limit error: 0.0000 meV
Lowering g2, g3 by mixing: 0.477, 0.487 meV
Error with l=1 and 3 only: -0.245 meV
Error growth, lam 0.02 to 0.04: factor 4.125
Remedy, limit from 2p+-: 45.002 meV
Remedy, limit from 3p+-: 45.000 meV
With eps 11.7: 2p+- 6.078, 3p+- 2.962 meV
With eps 11.7: limit error -0.469 meV
Core radius: 0.25 nm
Core shift 2p+-, 3p+-: 3.4e-03, 1.0e-03 meV
Nonparabolicity coefficient: 0.5 per eV
Its shifts 2p+-, 3p+-: 0.049, 0.018 meV
Its change of limit error: 0.0059 meV
Ionized impurities: 1e+12 cm^-3
Impurity distance: 620 nm; field 3.28 V/cm
3p+- rms radius: 28.7 nm
Nearest Stark-coupled level: 0.208 meV away
Stark shift bound 3p+-: 4.3e-04 meV
kT at 10 K: 0.862 meV
Upper ground-multiplet fraction: 4.6e-05
Limit error from 0.01 meV readings: 0.020 meV
\end{verbatim}
